# Second-order reflectance change from a lossless monolayer on a transparent substrate

## What symmetry fixes

Light of vacuum wavelength $\lambda$ and wavenumber $k=2\pi/\lambda$ falls at normal incidence from a lossless medium of index $n_1$ onto a uniform, semi-infinite, lossless substrate of index $n_2$. A monolayer lies on the interface. It is modelled as a sheet of zero thickness with surface polarization $P_s=\varepsilon_0\chi E$. Since $P_s$ is a dipole moment per area, $\chi$ is a length. The only other length is $1/k$, so the reflectance $R$ can depend on the sheet only through

$$s=k\chi .$$

Fields vary as $e^{-i\omega t}$. The sheet carries the current $K=dP_s/dt=-i\omega\varepsilon_0\chi E$, a quarter period out of phase with the field when $\chi$ is real. In the boundary conditions $s$ therefore appears as $is$, while all other coefficients are real. Complex conjugation of these conditions turns $s$ into $-s$ and leaves $n_1$ and $n_2$ alone, so the reflection amplitude obeys

$$r(-s)=r(s)^*,\qquad R(-s)=|r(s)^*|^2=R(s).$$

An even function that is smooth at $s=0$ has no linear term. Hence $R-R_0=C s^2+O(s^4)$, where $R_0$ is the bare reflectance. It remains to find $C$, to confirm the smoothness, and to see what breaks the symmetry.

## Simple case: the same medium on both sides

Let the wave travel along $+z$, with the sheet at $z=0$ and an incident electric field of unit amplitude. The reflected and transmitted amplitudes are $r$ and $t$. The tangential electric field is continuous:

$$1+r=t .$$

Integrating the curl equation for $H$ across the sheet gives $H(0^-)-H(0^+)=K$. Multiply by the vacuum impedance $Z_0$. A forward wave in index $n$ has $Z_0H=nE$; a backward wave has the opposite sign. Also $\omega\varepsilon_0Z_0=\omega/c=k$, so $Z_0K=-ist$. With index $n$ on both sides,

$$n(1-r)-nt=-ist .$$

Substituting $t=1+r$ gives $-2nr=-is(1+r)$, or $r(2n-is)=is$. Therefore

$$r=\frac{is}{2n-is},\qquad R=\frac{s^2}{4n^2+s^2}.$$

Without the sheet nothing is reflected, and a weak sheet reflects an intensity proportional to $s^2$. In the opposite limit, $s\to\infty$, the reflectance tends to 1, as it should for a sheet that forces the field at its own position to zero.

This case does not yet settle the general one. With a substrate there is already a reflected wave, and a small added amplitude could interfere with it at first order.

## Adding the substrate

Electric-field continuity is unchanged, but the magnetic condition becomes

$$n_1(1-r)-n_2t=-ist .$$

Put $t=1+r$ and collect the terms in $r$:

$$n_1-n_2+is=r(n_1+n_2-is).$$

With $S=n_1+n_2$ and $D=n_1-n_2$,

$$r=\frac{D+is}{S-is},\qquad t=1+r=\frac{2n_1}{S-is}.$$

The denominator is nonzero at $s=0$, which confirms the smoothness assumed above. For real $s$,

$$R=\frac{D^2+s^2}{S^2+s^2},\qquad R_0=\frac{D^2}{S^2}.$$

Subtract over a common denominator:

$$R-R_0=\frac{S^2(D^2+s^2)-D^2(S^2+s^2)}{S^2(S^2+s^2)}
=\frac{(S^2-D^2)s^2}{S^2(S^2+s^2)} .$$

Since $S^2-D^2=4n_1n_2$,

$$\boxed{R-R_0=\frac{4n_1n_2s^2}{S^2(S^2+s^2)}
\simeq\frac{4n_1n_2(k\chi)^2}{(n_1+n_2)^4}}$$

The first form is exact within the sheet model; the second holds for $s\ll S$.

Three checks follow.

- For $n_1=n_2=n$ the result reduces to $s^2/(4n^2+s^2)$, as before.
- For $n_2\to\infty$ at fixed $s$ the change vanishes, because $t\to0$ and the sheet has no field to respond to.
- The transmittance is $T=(n_2/n_1)|t|^2=4n_1n_2/(S^2+s^2)$, and adding it to $R$ gives $(D^2+4n_1n_2+s^2)/(S^2+s^2)=1$.

## Where the first-order signal goes

Write $r_0=D/S$. The change in amplitude is

$$r-r_0=\frac{S(D+is)-D(S-is)}{S(S-is)}
=\frac{is(S+D)}{S(S-is)}=\frac{2in_1s}{S(S-is)} .$$

To first order this is $2in_1s/S^2$, which is imaginary, while $r_0$ is real. The added wave is in quadrature with the bare reflected wave, so their first-order interference vanishes.

The second-order coefficient needs more care. Multiplying numerator and denominator by $S+is$ gives

$$r-r_0=\frac{2n_1s(-s+iS)}{S(S^2+s^2)} ,$$

which has a real part of second order. In $R-R_0=|r-r_0|^2+2r_0\,\mathrm{Re}(r-r_0)$ the two contributions are

$$|r-r_0|^2=\frac{4n_1^2s^2}{S^2(S^2+s^2)},\qquad
2r_0\,\mathrm{Re}(r-r_0)=-\frac{4n_1Ds^2}{S^2(S^2+s^2)} .$$

Their sum contains $4n_1(n_1-D)=4n_1n_2$, as required. Squaring the first-order amplitude alone would give $4n_1^2$ instead.

The phase does change at first order. For $n_1\ne n_2$, $r/r_0=(1+is/D)/(1-is/S)$, so

$$\delta\phi=\arctan\frac sD+\arctan\frac sS
\simeq s\,\frac{S+D}{DS}=-\frac{2n_1s}{n_2^2-n_1^2}.$$

The linear form requires $s\ll|D|$. For $n_1=n_2$ there is no bare reflected wave to serve as a phase reference, and the relative change $(R-R_0)/R_0$ is undefined.

## Numbers for a monolayer in air

Take monolayer MoS$_2$ at 900 nm, with the rough typical values $\varepsilon=16$ for the in-plane permittivity and $d=0.65$ nm for the thickness. The photon energy is 1.378 eV, below the lowest exciton at roughly 1.9 eV, so a nearly real response is a reasonable starting point. With $n_1=1$ and a glass-like substrate of $n_2=1.45$,

$$\chi=(16-1)(0.65\ \mathrm{nm})=9.75\ \mathrm{nm},\qquad
s=(0.006981\ \mathrm{nm^{-1}})(9.75\ \mathrm{nm})=0.0681 .$$

The leading term is

$$R-R_0\simeq\frac{4(1.45)(0.06807)^2}{(2.45)^4}=7.46\times10^{-4}.$$

The full sheet formula gives $7.45\times10^{-4}$, made up of $5.14\times10^{-4}$ from $|r-r_0|^2$ and $2.31\times10^{-4}$ from the cross term. The reflectance rises from 3.374% to 3.448%, a relative change of 2.2%. The phase shift is $-0.122$ rad; its linear estimate is $-0.123$ rad.

As a test that does not use the sheet boundary conditions, the wave equation was integrated through a smooth susceptibility profile of width $10^{-4}\chi$. It gave $7.452\times10^{-4}$, against $7.453\times10^{-4}$ from the formula. Halving $\chi$ reduced the change by a factor of 3.998, close to the 4 of a quadratic law.

## Generalization: an absorbing sheet

Let $s=s'+is''$, with $s''>0$ for absorption. Then $is=is'-s''$, and

$$R=\frac{(D-s'')^2+s'^2}{(S+s'')^2+s'^2}.$$

To first order in $s$, that is, dropping $s'^2$, the terms linear in $s''$ are

$$\delta R=-\frac{2Ds''}{S^2}-\frac{2D^2s''}{S^3}
=-\frac{2D(S+D)s''}{S^3}=\frac{4n_1(n_2-n_1)s''}{S^3}.$$

Absorption thus restores a linear term when $n_1\ne n_2$. The current now has a part in phase with the field, and the wave it radiates interferes with the bare reflection. For $n_1=n_2=n$ there is no bare reflection and this first-order term disappears again; what remains linear in $s''$ is only the third-order term $-s'^2s''/(4n^3)$.

The absorptance follows from $A=1-R-T$. Over the common denominator $|S-is|^2$ the numerator is

$$(S+s'')^2-(D-s'')^2-4n_1n_2=2s''(S+D)=4n_1s'',$$

so $A=4n_1s''/|S-is|^2$. It vanishes with $s''$, as it must.

The linear loss term equals the leading quadratic term when

$$s''=\frac{n_2s'^2}{S(n_2-n_1)}=\frac{1.45(0.06807)^2}{(2.45)(0.45)}=0.0061 .$$

Division by $kd=0.00454$ gives $\mathrm{Im}\,\varepsilon\approx1.3$. This is small beside the real part of 16: a modest loss can match the signal of a much larger real susceptibility. With an assumed residual $\mathrm{Im}\,\varepsilon=0.1$, the absorptance is only 0.030%, yet the reflectance change grows by 7.4%.

## Generalization: a transparent substrate with a spacer

Let a film of index $n_f$ and thickness $h$ separate the sheet from a backing of index $n_b$, and let $\beta=kn_fh$. Normalize the field to $E=1$, $Z_0H=n_b$ at the bottom of the film. Continuing the forward and backward waves to its top gives

$$E=\cos\beta-i\frac{n_b}{n_f}\sin\beta,\qquad
Z_0H=n_b\cos\beta-in_f\sin\beta .$$

The ratio $Y=Z_0H/E$ replaces $n_2$ in the boundary conditions. For $h=0$ it returns $n_b$. Its imaginary part is

$$\mathrm{Im}\,Y=\frac{(n_b^2-n_f^2)\sin\beta\cos\beta}{n_f|E|^2},$$

which is generally nonzero although every material is lossless. Conjugation now changes $Y$ as well as $s$, and the symmetry argument fails.

To find the linear term, expand $r=(n_1-Y+is)/(n_1+Y-is)$:

$$\delta r=is\left[\frac1{n_1+Y}+\frac{n_1-Y}{(n_1+Y)^2}\right]
=\frac{2in_1s}{(n_1+Y)^2}.$$

Multiply by the conjugate of the bare amplitude, then extend the fraction by $n_1+Y^*$:

$$\delta R=2\,\mathrm{Re}\left[\frac{n_1-Y^*}{n_1+Y^*}\,\delta r\right]
=4n_1s\,\frac{\mathrm{Re}[i(n_1^2-Y^{*2})]}{|n_1+Y|^4}
=-\frac{8n_1s\,\mathrm{Re}Y\,\mathrm{Im}Y}{|n_1+Y|^4}.$$

The last step uses $\mathrm{Re}[i(n_1^2-Y^{*2})]=-\mathrm{Im}(Y^2)$. The linear term vanishes for $n_f=n_b$, and also when $h$ is a whole number of quarter wavelengths in the film, where $\sin\beta\cos\beta=0$.

For $n_f=1.45$, $h=90$ nm and $n_b=3.6$, at the same wavelength and for the same sheet, $Y=0.852+0.858i$. The linear formula gives $-229\times10^{-4}$ and the full sheet expression $-226\times10^{-4}$. The magnitude is 30 times that on the uniform substrate, and the sign is reversed. The sign of the linear term is set by $\sin\beta\cos\beta$ and so depends on the thickness: $h=200$ nm gives $+218\times10^{-4}$. Part of this comparison reflects the different bare reflectance, here 18.2%; the relative change is about $-12\%$, against $+2.2\%$.

## Generalization: finite thickness and several layers

Replace the sheet by a lossless slab of index $n$ and thickness $d$, directly on the substrate. The film relations above apply with $n_f=n$, $n_b=n_2$ and $\beta=nkd$. The transmittance is $4n_1n_2/|n_1E+Z_0H|^2$, where

$$|n_1E+Z_0H|^2=S^2\cos^2\beta+Q^2\sin^2\beta,\qquad Q=n+\frac{n_1n_2}{n}.$$

Expanding the squares gives

$$Q^2-S^2=n^2+\frac{n_1^2n_2^2}{n^2}-n_1^2-n_2^2
=\frac{(n^2-n_1^2)(n^2-n_2^2)}{n^2}.$$

Since $R=1-T$, and $\sin\beta\simeq nkd$ for a thin slab,

$$R-R_0=\frac{4n_1n_2}{S^2}-\frac{4n_1n_2}{S^2+(Q^2-S^2)\sin^2\beta}
\simeq\frac{4n_1n_2(kd)^2(n^2-n_1^2)(n^2-n_2^2)}{S^4}.$$

The linear term is still absent, but the coefficient differs from that of a sheet with $\chi=(n^2-n_1^2)d$ by the factor $(n^2-n_2^2)/(n^2-n_1^2)$. The limits are sensible. A slab with $n=n_1$ or $n=n_2$ merely moves the interface and leaves $R$ unchanged. Letting $d\to0$ at fixed $\chi$ makes $n^2$ large and restores the sheet result. For $n$ between $n_1$ and $n_2$ the slab lowers the reflectance, which a lossless sheet on this substrate cannot do.

For the MoS$_2$ values the factor is $(16-2.1025)/15=0.9265$, and the one-layer change becomes $6.9\times10^{-4}$. Two and three layers give $27.6\times10^{-4}$ and $61.7\times10^{-4}$, close to 4 and 9 times as much. The corresponding relative changes are about 2.0%, 8.2% and 18%. These figures hold the permittivity per layer fixed; in real MoS$_2$ it depends on the number of layers.

## The model beside a real sample

The inputs describe MoS$_2$ on glass only roughly. Because the signal varies nearly as $\chi^2$, a 10% error in $\chi$ changes it by about 20%. The other corrections below are each taken alone, relative to the sheet result of $7.45\times10^{-4}$. An air gap of 0.3 nm under the layer makes $Y\simeq n_2+ikg(n_2^2-1)$, where $g$ is the gap. The spacer formula then gives a relative correction of $-2(n_2^2-1)g/\chi$, or $-6.8\%$. A real plate also has a back face. If it is thick enough for interference to average out, summing the internal bounces raises the bare reflectance to 6.5% and lowers the absolute change by 6.4%. At oblique incidence with $\sin\theta=0.3$, $s$-polarized light sees $\sqrt{n_j^2-\sin^2\theta}$ in place of $n_j$, which raises the change by 6.1%; $p$-polarized light also involves the out-of-plane response and is not treated here. Finite thickness, at $-7.4\%$, and the assumed residual absorption, at $+7.4\%$, are of similar size. The assumption whose failure matters most in these examples is the uniform substrate: a spacer on a backing of index 3.6 changes the order of the effect and, at the 90 nm thickness chosen here, also its sign. The remaining values are in the numerical output.

## Computed values

```
wavelength: 900 nm
photon energy: 1.378 eV
rough exciton energy: 1.9 eV
incidence index n1: 1
substrate index n2: 1.45
rough layer permittivity: 16
rough layer thickness: 0.65 nm
sheet susceptibility chi: 9.75 nm
wavenumber k: 0.006981 1/nm
s = k chi: 0.06807
bare amplitude r0: -0.1837
bare reflectance R0: 3.374 %
reflectance with sheet: 3.448 %
change, exact sheet formula: 7.453 1e-4
change, leading term: 7.458 1e-4
change, wave equation: 7.452 1e-4
relative change dR/R0: 2.209 %
change ratio, chi over chi/2: 3.998
part |r-r0|^2: 5.14 1e-4
part 2 r0 Re(r-r0): 2.313 1e-4
phase shift, wave equation: -0.1223 rad
phase shift, linear formula: -0.1235 rad
Im eps for equal loss signal: 1.343
spacer index: 1.45
spacer thickness: 90 nm
backing index: 3.6
spacer stack Re Y: 0.8522
spacer stack Im Y: 0.8585
spacer stack bare R: 18.21 %
spacer stack change, full: -226.4 1e-4
spacer stack change, linear: -229.4 1e-4
size ratio, spacer to uniform: 30.37
slab change, 1 layer(s): 6.905 1e-4
slab change, 2 layer(s): 27.55 1e-4
slab change, 3 layer(s): 61.73 1e-4
slab/sheet factor, formula: 0.9265
slab/sheet factor, computed: 0.9265
slab change, eps 1.44, 0.05 nm: -5.718 1e-9
assumed air gap: 0.3 nm
gap effect on change: -6.779 %
assumed residual Im eps: 0.1
absorptance from it: 0.03021 %
loss effect on change: 7.412 %
plate bare reflectance: 6.527 %
back-face effect on change: -6.418 %
sine of oblique angle: 0.3
oblique s-pol effect on change: 6.118 %
```
